# What volume conservation leaves undetermined in three-dimensional Kirkendall drift: a numerical check

```python
# Result under test: with volume fractions phi_i (sum 1), intrinsic volume
# fluxes J_i = -D_i grad(phi_i) and Q = sum J_i, volume conservation demands
# only div v = -div Q of the lattice drift velocity v. Any solenoidal field may
# be added to v; a further closure (local Darken, potential flow with boundary
# data, or creep mechanics) is needed to select one velocity.
# Units inside: um, h, Pa. Species order: Fe, Ni, Co.
from itertools import product
import numpy as np
import sympy as sp
from scipy import fft
from scipy.constants import k as k_B, R as R_gas

AXES = (-3, -2, -1)

# ---------- counting the freedom on a box of cells with face velocities -----
def shifted(pos, axis, step):
    new = list(pos)
    new[axis] += step
    return tuple(new)

def free_modes(shape, with_curl=False, open_surface=False):
    """Number of independent face-velocity fields obeying the constraints."""
    index = {}
    for axis in range(3):
        for pos in product(*[range(shape[m] + (m == axis)) for m in range(3)]):
            if open_surface or 0 < pos[axis] < shape[axis]:
                index[axis, pos] = len(index)
    rows = []
    for cell in product(*[range(m) for m in shape]):
        row = np.zeros(len(index))
        for axis in range(3):
            for step, sign in ((0, -1), (1, 1)):
                j = index.get((axis, shifted(cell, axis, step)))
                if j is not None:
                    row[j] = sign
        rows.append(row)
    if with_curl:
        for a, b in ((0, 1), (1, 2), (2, 0)):
            for edge in product(*[range(int(m in (a, b)), shape[m])
                                  for m in range(3)]):
                row = np.zeros(len(index))
                row[index[b, edge]] += 1
                row[index[b, shifted(edge, a, -1)]] -= 1
                row[index[a, edge]] -= 1
                row[index[a, shifted(edge, b, -1)]] += 1
                rows.append(row)
    return len(index) - np.linalg.matrix_rank(np.array(rows))

n = 4
modes_1d = free_modes((n, 1, 1))
modes_2d = free_modes((n, n, 1))
modes_3d = free_modes((n, n, n))
modes_curl = free_modes((n, n, n), with_curl=True)
modes_open = free_modes((n, n, n), with_curl=True, open_surface=True)
assert modes_1d == 0
assert modes_2d == (n - 1)**2                        # stream functions
assert modes_3d == 3*n*(n - 1)**2 - (n - 1)**3       # vector potentials/gauge
assert modes_curl == 0
assert modes_open == 6*n*n - 1                       # surface data, one sum rule

# ---------- uniformly swelling piece: clamped sides against free sides ------
X, Y, Z, S, ETA, P = sp.symbols('x y z s eta p')
def sympy_fields(v):
    g = sp.Matrix(v).jacobian([X, Y, Z])
    strain = (g + g.T)/2
    stress = 2*ETA*(strain - sp.eye(3)*g.trace()/3) - P*sp.eye(3)
    return g.trace(), g - g.T, stress
div_c, rot_c, stress_c = sympy_fields([S*X, 0, 0])
div_f, rot_f, stress_f = sympy_fields([S*X/3, S*Y/3, S*Z/3])
assert sp.simplify(div_c - div_f) == 0 and sp.simplify(div_c - S) == 0
assert rot_c == sp.zeros(3) and rot_f == sp.zeros(3)
assert sp.simplify(stress_f + P*sp.eye(3)) == sp.zeros(3)
p_clamped = sp.solve(stress_c[0, 0], P)[0]           # free end faces
lateral = sp.simplify(stress_c[1, 1].subs(P, p_clamped))
assert sp.simplify(lateral + 2*ETA*S) == 0

# ---------- example parameters (round, rough regime of fcc Fe-Ni-Co) --------
temperature = 1473.0                                 # K
period = 100.0                                       # um
k1 = 2*np.pi/period
D_ref_cm2s = np.array([2.0e-10, 1.0e-10, 1.8e-10])
D_ref = D_ref_cm2s*1e8*3600                          # um2/h
beta = 2.0                                           # fall of ln D with Fe
amp_fe, amp_ni = 0.15, 0.075
grain = 20.0                                         # um
creep_factor = 14.0                                  # diffusional creep, rough
atom_volume = 1.2e-29                                # m3, rough
roll_speed = 0.2                                     # um/h
duration, steps = 2.0, 40                            # h
marker_start = np.array([10.0, 25.0, 40.0])          # um

def set_grid(points):
    """Odd number of points per axis, so that no unpaired mode occurs."""
    global K, K2, XYZ
    f = 2*np.pi*np.fft.fftfreq(points, period/points)
    K = np.array(np.meshgrid(f, f, f, indexing='ij'))
    K2 = (K**2).sum(0)
    K2[0, 0, 0] = 1.0
    x = np.arange(points)*period/points
    XYZ = np.array(np.meshgrid(x, x, x, indexing='ij'))

def gradient(f):
    return fft.ifftn(1j*K*fft.fftn(f, axes=AXES)[..., None, :, :, :],
                     axes=AXES).real

def divergence(v):
    return fft.ifftn((1j*K*fft.fftn(v, axes=AXES)).sum(-4), axes=AXES).real

def curl(v):
    g = gradient(v)
    return np.array([g[2, 1] - g[1, 2], g[0, 2] - g[2, 0], g[1, 0] - g[0, 1]])

def initial_composition():
    c = np.cos(k1*XYZ)
    fe = 1/3 + amp_fe*c[0]
    ni = 1/3 + amp_ni*(c[1] + c[2])
    return np.array([fe, ni, 1 - fe - ni])

def diffusivities(phi):
    return D_ref[:, None, None, None]*np.exp(-beta*(phi[0] - 1/3))

def creep_diffusivity(phi):
    return 1/(phi/diffusivities(phi)).sum(0)         # all species must move

def viscosity(phi):                                  # Pa h
    return (k_B*temperature*grain**2
            / (3*creep_factor*creep_diffusivity(phi)*atom_volume))

def potential_flow(source):
    return fft.ifftn(-1j*K*fft.fftn(source)/K2, axes=AXES).real

def deviator(v):
    g = gradient(v)
    e = (g + g.swapaxes(0, 1))/2
    trace = (g[0, 0] + g[1, 1] + g[2, 2])/3
    for m in range(3):
        e[m, m] -= trace
    return e

def creep_flow(v, eta, tol=1e-7):
    """Keep div v, change the solenoidal part until forces balance."""
    eta0 = (eta.max() + eta.min())/2
    for _ in range(200):
        force = fft.fftn(divergence(2*eta*deviator(v)), axes=AXES)
        along = (K*force).sum(0)/K2
        change = fft.ifftn((force - K*along)/(eta0*K2), axes=AXES).real
        v = v + change
        if abs(change).max() < tol*abs(v).max():
            return v, fft.ifftn(-1j*along).real
    raise RuntimeError('creep iteration did not converge')

def roll():
    return roll_speed*np.sin(k1*XYZ[[1, 2, 0]])

def fluxes_and_drift(phi, closure):
    J = -diffusivities(phi)[:, None]*gradient(phi)
    v = -J.sum(0)
    if closure == 'potential':
        v = potential_flow(divergence(v))
    elif closure == 'creep':
        v = creep_flow(v, viscosity(phi))[0]
    elif closure == 'roll':
        v = v + roll()
    elif closure == 'none':
        v = 0*v
    return J, v

def rates(phi, pos, closure):
    J, v = fluxes_and_drift(phi, closure)
    wave = np.exp(1j*np.tensordot(pos, K, 1))
    at_marker = (fft.fftn(v, axes=AXES)*wave).sum(AXES).real/K2.size
    return -divergence(J + phi[:, None]*v), at_marker

def evolve(closure, points):
    set_grid(points)
    phi, pos, h = initial_composition(), marker_start.copy(), duration/steps
    for _ in range(steps):
        a, A = rates(phi, pos, closure)
        b, B = rates(phi + h/2*a, pos + h/2*A, closure)
        c, C = rates(phi + h/2*b, pos + h/2*B, closure)
        d, D = rates(phi + h*c, pos + h*C, closure)
        phi = phi + h/6*(a + 2*b + 2*c + d)
        pos = pos + h/6*(A + 2*B + 2*C + D)
    return phi, pos - marker_start

def rms(v):
    return np.sqrt((v**2).sum(0).mean())

def largest(v):
    return np.sqrt((v**2).sum(0)).max()

# ---------- velocities at the first instant ---------------------------------
GRID = 13
set_grid(GRID)
phi0 = initial_composition()
assert phi0.min() > 0
J0, v_local = fluxes_and_drift(phi0, 'local')
source = -divergence(J0.sum(0))
v_pot = potential_flow(source)
eta = viscosity(phi0)
v_creep, pressure = creep_flow(v_local, eta, 1e-10)
for v in (v_local, v_pot, v_creep, v_local + roll()):
    assert abs(divergence(v) - source).max() < 1e-9*abs(source).max()
    assert abs(v.mean(AXES)).max() < 1e-9*largest(v)

# vorticity of the local closure: ternary against binary
spin = curl(v_local)
spin_formula = np.cross(gradient(diffusivities(phi0)), gradient(phi0),
                        axis=1).sum(0)
assert abs(spin - spin_formula).max() < 1e-5*abs(spin).max()
fe = 0.5 + 0.1*np.cos(k1*XYZ).sum(0)
binary = np.array([fe, 1 - fe, 0*fe])
v_bin = fluxes_and_drift(binary, 'local')[1]
binary_spin = largest(curl(v_bin))/(k1*largest(v_bin))
ternary_spin = largest(spin)/(k1*largest(v_local))
assert binary_spin < 1e-6 and ternary_spin > 1e-2
assert largest(v_bin - fluxes_and_drift(binary, 'potential')[1]) \
    < 1e-6*largest(v_bin)

# uniform viscosity: creep gives potential flow and p = (4/3) eta div v
eta_mean = eta.mean()
v_uni, p_uni = creep_flow(v_local, eta_mean*np.ones_like(eta), 1e-10)
assert largest(v_uni - v_pot) < 1e-8*largest(v_pot)
assert abs(p_uni - 4/3*eta_mean*source).max() < 1e-7*abs(p_uni).max()
assert rms(v_creep - v_pot) > 5e-3*rms(v_pot)

# creep flow minimises dissipation at fixed divergence
def dissipation(v):
    return (2*eta*(deviator(v)**2).sum((0, 1))).mean()
power = [dissipation(v) for v in (v_local, v_pot, v_creep)]
assert power[2] < power[0] and power[2] < power[1]
rng = np.random.default_rng(1)
for _ in range(5):
    noise = fft.fftn(rng.normal(size=K.shape), axes=AXES)
    w = curl(fft.ifftn(noise*np.exp(-K2/(2*k1**2)), axes=AXES).real)
    w *= 0.1*largest(v_creep)/largest(w)
    up, down = dissipation(v_creep + w), dissipation(v_creep - w)
    curvature = up + down - 2*power[2]
    assert curvature > 0 and abs(up - down) < 1e-4*curvature

# an added solenoidal field changes the composition rate by -u.grad(phi)
rate_local = rates(phi0, marker_start, 'local')[0]
rate_roll = rates(phi0, marker_start, 'roll')[0]
advective = -(roll()*gradient(phi0)).sum(1)
assert abs(rate_roll - rate_local - advective).max() < 1e-9*abs(rate_local).max()

# ---------- two hours of annealing under each closure -----------------------
final = {c: evolve(c, GRID) for c in
         ('local', 'potential', 'creep', 'roll', 'none')}
volume_error = max(abs(final[c][0].sum(0) - 1).max()
                   for c in ('local', 'potential', 'creep', 'roll'))
control_error = abs(final['none'][0].sum(0) - 1).max()
assert volume_error < 1e-10 and control_error > 1e-3
for c in ('local', 'creep'):
    coarse = evolve(c, 9)[1]
    assert np.linalg.norm(coarse - final[c][1]) \
        < 2e-3*np.linalg.norm(final[c][1])
set_grid(GRID)
change = abs(final['local'][0] - phi0).max()
differ = {c: abs(final[c][0] - final['local'][0]).max()
          for c in ('potential', 'creep', 'roll')}
assert differ['roll'] > 1e-3

# ---------- sizes of neglected effects --------------------------------------
s_max = abs(source).max()
f_corr = 0.78                                        # fcc tracer correlation
interaction = 5000.0                                 # J/mol, rough
excess = 0.01                                        # excess volume, rough
bulk_modulus = 150e9                                 # Pa, rough
nonideal = 2*(1/3)*(2/3)*interaction/(R_gas*temperature)
fe_rate = -divergence(J0[0]) - phi0[0]*source        # following the lattice
excess_ratio = abs(4*excess*(1 - 2*phi0[0])*fe_rate).max()/s_max
push = gradient(pressure)*atom_volume/(k_B*temperature)
push_ratio = max(largest(phi0[i]*push)/largest(gradient(phi0[i]))
                 for i in range(3))
elastic_ratio = abs(pressure).max()/bulk_modulus/(s_max*duration)
vacancy_excess = (abs(source)*grain**2/(24*creep_diffusivity(phi0))).max()

# ---------- output ----------------------------------------------------------
print('Cells per edge of closed box:', n)
print('Free modes, div fixed, 1D / 2D / 3D:', modes_1d, modes_2d, modes_3d)
print('Free modes 3D, div and curl fixed, closed:', modes_curl)
print('Free modes 3D, div and curl fixed, open surface:', modes_open)
print(f'Temperature: {temperature:.0f} K; period: {period:.0f} um')
print('D at mean composition Fe, Ni, Co (cm2/s):',
      ' '.join(f'{d:.1e}' for d in D_ref_cm2s))
print(f'Fall of ln D per unit Fe fraction: {beta:.1f}')
print(f'Amplitudes: Fe {amp_fe}, Ni {amp_ni} along y and along z')
print(f'Grain size: {grain:.0f} um; creep factor: {creep_factor:.0f}')
print(f'Atomic volume: {atom_volume*1e27:.3f} nm3')
print(f'Viscosity min, mean, max: {eta.min()*3600:.3e} '
      f'{eta_mean*3600:.3e} {eta.max()*3600:.3e} Pa s')
print(f'Largest |div v|: {s_max:.5f} 1/h')
for name, v in (('local', v_local), ('potential', v_pot), ('creep', v_creep)):
    print(f'Speed {name}: max {largest(v):.4f}, rms {rms(v):.4f} um/h')
print(f'rms(local - potential)/rms(potential): '
      f'{rms(v_local - v_pot)/rms(v_pot):.4f}')
print(f'rms(creep - potential)/rms(potential): '
      f'{rms(v_creep - v_pot)/rms(v_pot):.4f}')
print(f'rms(creep - local)/rms(potential): '
      f'{rms(v_creep - v_local)/rms(v_pot):.4f}')
print(f'Max curl/(k max speed), local, ternary: {ternary_spin:.4f}')
print(f'Same for binary: {binary_spin:.1e}')
print(f'Dissipation local/creep: {power[0]/power[2]:.5f}')
print(f'Dissipation potential/creep: {power[1]/power[2]:.5f}')
print(f'Largest creep pressure: {abs(pressure).max()/1e6:.3f} MPa')
print(f'Anneal: {duration:.0f} h; roll amplitude: {roll_speed} um/h')
print('Marker start (um):', marker_start)
for c in ('local', 'potential', 'creep', 'roll'):
    d = final[c][1]
    print(f'Marker shift {c}: {d[0]:.4f} {d[1]:.4f} {d[2]:.4f} um, '
          f'length {np.linalg.norm(d):.4f} um')
print(f'Largest composition change, local: {change:.5f}')
for c in differ:
    print(f'Largest composition difference {c} - local: {differ[c]:.2e}')
print(f'Volume-sum error, four closures: {volume_error:.1e}')
print(f'Volume-sum error with v = 0: {control_error:.5f}')
print(f'Swelling piece, x = 10 um, clamped: {s_max*10:.4f} um/h')
print(f'Swelling piece, x = 10 um, free: {s_max*10/3:.4f} um/h')
lateral_value = float(lateral.subs({ETA: eta_mean, S: s_max}))
print(f'Lateral stress when clamped: {lateral_value/1e6:.3f} MPa')
print(f'Neglected: vacancy wind on drift (f = {f_corr}): {1/f_corr - 1:.3f}')
print(f'Neglected: non-ideality ({interaction/1000:.0f} kJ/mol): {nonideal:.3f}')
print(f'Neglected: excess volume ({excess}) / div v: {excess_ratio:.4f}')
print(f'Neglected: pressure-driven / Fick flux: {push_ratio:.4f}')
print(f'Neglected: elastic / swelling strain '
      f'({bulk_modulus/1e9:.0f} GPa): {elastic_ratio:.5f}')
print(f'Neglected: relative vacancy excess in grain: {vacancy_excess:.4f}')
print('success')
```

Output:

```
Cells per edge of closed box: 4
Free modes, div fixed, 1D / 2D / 3D: 0 9 81
Free modes 3D, div and curl fixed, closed: 0
Free modes 3D, div and curl fixed, open surface: 95
Temperature: 1473 K; period: 100 um
D at mean composition Fe, Ni, Co (cm2/s): 2.0e-10 1.0e-10 1.8e-10
Fall of ln D per unit Fe fraction: 2.0
Amplitudes: Fe 0.15, Ni 0.075 along y and along z
Grain size: 20 um; creep factor: 14
Atomic volume: 0.012 nm3
Viscosity min, mean, max: 7.581e+11 1.129e+12 1.620e+12 Pa s
Largest |div v|: 0.02826 1/h
Speed local: max 0.2559, rms 0.1501 um/h
Speed potential: max 0.2249, rms 0.1486 um/h
Speed creep: max 0.2573, rms 0.1502 um/h
rms(local - potential)/rms(potential): 0.1391
rms(creep - potential)/rms(potential): 0.1447
rms(creep - local)/rms(potential): 0.0058
Max curl/(k max speed), local, ternary: 0.2323
Same for binary: 6.7e-10
Dissipation local/creep: 1.00006
Dissipation potential/creep: 1.03197
Largest creep pressure: 10.871 MPa
Anneal: 2 h; roll amplitude: 0.2 um/h
Marker start (um): [10. 25. 40.]
Marker shift local: -0.0600 0.1971 0.1161 um, length 0.2365 um
Marker shift potential: -0.0473 0.2188 0.1288 um, length 0.2582 um
Marker shift creep: -0.0602 0.1965 0.1158 um, length 0.2359 um
Marker shift roll: 0.3388 0.4286 0.3563 um, length 0.6523 um
Largest composition change, local: 0.11905
Largest composition difference potential - local: 2.09e-04
Largest composition difference creep - local: 9.58e-06
Largest composition difference roll - local: 3.69e-03
Volume-sum error, four closures: 6.7e-16
Volume-sum error with v = 0: 0.02921
Swelling piece, x = 10 um, clamped: 0.2826 um/h
Swelling piece, x = 10 um, free: 0.0942 um/h
Lateral stress when clamped: -17.726 MPa
Neglected: vacancy wind on drift (f = 0.78): 0.282
Neglected: non-ideality (5 kJ/mol): 0.181
Neglected: excess volume (0.01) / div v: 0.0509
Neglected: pressure-driven / Fick flux: 0.0132
Neglected: elastic / swelling strain (150 GPa): 0.00128
Neglected: relative vacancy excess in grain: 0.0074
success
```
